\section*{Green-Kubo conductivity of silica and the freedom in the heat current}

\section*{Setting}

A periodic cell of silica of volume $V$ is in classical equilibrium at temperature $T$. Its microscopic heat current $\mathbf J$, integrated over the volume, has zero mean. In $d$ dimensions, for an isotropic material, the running Green-Kubo integral is
\begin{equation}
R(\tau)=\frac1Z\int_0^\tau C(t)\,dt,\qquad
C(t)=\langle\mathbf J(t)\cdot\mathbf J(0)\rangle,\qquad Z=dVk_BT^2 .
\end{equation}
If $R(\tau)$ has a limit for $\tau\to\infty$, that limit is the thermal conductivity $\kappa$ of the periodic cell, which must be large enough to represent the material. The periodic boundaries matter: in a closed piece with walls, $\mathbf J$ is itself the time derivative of an energy dipole with finite variance, and by part (c) the limit would be zero.

Let $\mathbf P$ be a vector function of the microscopic state, and let
\begin{equation}
\mathbf J'=\mathbf J+\dot{\mathbf P}.
\end{equation}
Primes on $C$, $R$ and $\kappa$ mark quantities formed with $\mathbf J'$. Three assumptions are made. The state is stationary, so two-time averages depend on the time difference alone. Along the motion $\mathbf P$ is continuous and is the time integral of $\dot{\mathbf P}$. The variances of $\mathbf J$, $\mathbf P$ and $\dot{\mathbf P}$ are finite. A bound $|\mathbf P|\le B$ gives $\mathbf P$ a finite variance, and the finite variance is what the proof uses. Write $\delta\mathbf P=\mathbf P-\langle\mathbf P\rangle$.

\section*{(a) How does the autocorrelation change?}

\textbf{Solution.} Define
\begin{equation}
f(t)=\langle\mathbf P(t)\cdot\mathbf J(0)\rangle,\quad
g(t)=\langle\mathbf J(t)\cdot\mathbf P(0)\rangle,\quad
\Phi(t)=\langle\delta\mathbf P(t)\cdot\delta\mathbf P(0)\rangle .
\end{equation}
Multiplying out $\langle\mathbf J'(t)\cdot\mathbf J'(0)\rangle$ gives $C(t)$ and three further terms. In the first, the derivative acts on the later time:
\begin{equation}
\langle\dot{\mathbf P}(t)\cdot\mathbf J(0)\rangle=f'(t).
\end{equation}
In the second it acts on the earlier time $s$, which enters through $t-s$ and brings a minus sign:
\begin{equation}
\langle\mathbf J(t)\cdot\dot{\mathbf P}(s)\rangle=\partial_s\,g(t-s)=-g'(t-s).
\end{equation}
The third has one derivative of each kind:
\begin{equation}
\langle\dot{\mathbf P}(t)\cdot\dot{\mathbf P}(s)\rangle=\partial_t\partial_s\Phi(t-s)=-\Phi''(t-s).
\end{equation}
Setting $s=0$ and adding,
\begin{equation}
C'(t)-C(t)=f'(t)-g'(t)-\Phi''(t).\label{dC}
\end{equation}
At $t=0$ this equals $2\langle\mathbf J\cdot\dot{\mathbf P}\rangle+\langle|\dot{\mathbf P}|^2\rangle$, which is in general not zero. The mean current is unaffected, since stationarity gives $\langle\dot{\mathbf P}\rangle=d\langle\mathbf P\rangle/dt=0$.

\section*{(b) When is the plain Green-Kubo integral unchanged?}

\textbf{Solution.} Integrate (\ref{dC}) from $0$ to $\tau$. At the lower limit $f(0)=g(0)$, because both are the equal-time average $\langle\mathbf P\cdot\mathbf J\rangle$. Also $\Phi'(0)=\langle\dot{\mathbf P}\cdot\delta\mathbf P\rangle=\tfrac12\,d\langle|\delta\mathbf P|^2\rangle/dt=0$. Only the upper limit remains:
\begin{equation}
Z\,[R'(\tau)-R(\tau)]=f(\tau)-g(\tau)-\Phi'(\tau).\label{boundary}
\end{equation}
If the right side tends to zero, $R'$ and $R$ have the same limit. Mixing dynamics is sufficient: correlations then tend to products of means, and $\langle\mathbf J\rangle=\langle\dot{\mathbf P}\rangle=0$.

Boundedness without decay is not sufficient for this form of the integral. Take the single component $P=\cos(\omega t+\varphi)$, in arbitrary units, with a uniformly random phase $\varphi$ independent of $J$. Then $f=g=0$ and $\Phi=\tfrac12\cos\omega t$, so the right side of (\ref{boundary}) is $\tfrac12\omega\sin\omega t$ at $t=\tau$. At a frequency of 1 THz its amplitude is $\pi=3.14$ per ps at every later time, and $R'$ has no limit if $R$ has one.

\section*{(c) Prove the invariance without assuming decay}

Use the Einstein-Helfand form, in which the conductivity is the limit of
\begin{equation}
\kappa_E(\tau)=\frac{\langle|\mathbf Q(\tau)|^2\rangle}{2Z\tau},\qquad
\mathbf Q(\tau)=\int_0^\tau\mathbf J(t)\,dt .
\end{equation}

\textbf{Solution.} First connect the two forms. The double integral of $C(t-s)$ over the square $0<s,t<\tau$ contains each time difference $\pm t$ with weight $\tau-t$, and $C$ is even, so
\begin{equation}
\kappa_E(\tau)=\frac1{Z\tau}\int_0^\tau(\tau-t)\,C(t)\,dt
=\frac1\tau\int_0^\tau R(s)\,ds .\label{average}
\end{equation}
The last step exchanges the order of integration: $C(t)$ enters $R(s)$ for all $s$ between $t$ and $\tau$. Thus $\kappa_E$ is the time average of $R$. If $R$ converges, $\kappa_E$ converges to the same value.

Now integrate the new current:
\begin{equation}
\mathbf Q'(\tau)=\mathbf Q(\tau)+\Delta\mathbf P,\qquad
\Delta\mathbf P=\mathbf P(\tau)-\mathbf P(0).
\end{equation}
The root mean square $\|\mathbf X\|=\langle|\mathbf X|^2\rangle^{1/2}$ obeys the triangle inequality, hence $\big|\|\mathbf Q'\|-\|\mathbf Q\|\big|\le\|\Delta\mathbf P\|$. Expanding the square and using stationarity,
\begin{equation}
\|\Delta\mathbf P\|^2=2[\Phi(0)-\Phi(\tau)]\le4\Phi(0),
\end{equation}
because $|\Phi(\tau)|\le\Phi(0)$ by the Cauchy-Schwarz inequality. Division by $\sqrt{2Z\tau}$ gives
\begin{equation}
\left|\sqrt{\kappa'_E(\tau)}-\sqrt{\kappa_E(\tau)}\right|
\le\sqrt{\frac{\Phi(0)-\Phi(\tau)}{Z\tau}}
\le\sqrt{\frac{2\Phi(0)}{Z\tau}}\;\longrightarrow\;0 .\label{bound}
\end{equation}
If $\kappa_E$ has a finite limit, $\kappa'_E$ has the same one. This proves the invariance. The displacement $\mathbf Q$ grows as $\sqrt\tau$ when heat diffuses, while $\Delta\mathbf P$ cannot grow. By (\ref{average}), whenever both plain integrals converge they also agree.

The oscillating example fits in. The time average of its added term is $(1-\cos\omega\tau)/(2\tau)$, which at $\tau=50.5$ ps is $1/50.5=0.0198$ per ps and tends to zero.

For large samples, (\ref{bound}) contains $\Phi(0)/V$. If this ratio stays bounded as $V$ grows, the estimate is uniform in size, and the result holds whether $V$ or $\tau$ is made large first.

\section*{(d) Find $P$ when bond energy is shared differently}

Consider a periodic strand of $N$ atoms, Si at even $i$ and O at odd $i$, with spacing $a$, displacements $u_i$ along the strand and velocities $v_i$. With bond force $F_i=k(u_{i+1}-u_i)$,
\begin{equation}
m_i\dot v_i=F_i-F_{i-1}-k_0u_i,\qquad U_i=\tfrac12k(u_{i+1}-u_i)^2 .
\end{equation}
The springs $k_0$ stand for the surrounding network, held static. Each velocity also reverses its sign at random times, at rate $\gamma$; this represents scattering and leaves every site energy unchanged. Bond $i$ gives the fraction $\lambda_i$ of $U_i$ to its right atom. Find the current, and its change relative to equal sharing.

\textbf{Solution.} The site energy is
\begin{equation}
e_i=\tfrac12m_iv_i^2+\tfrac12k_0u_i^2+(1-\lambda_i)U_i+\lambda_{i-1}U_{i-1}.
\end{equation}
The first two terms change at the rate $v_i(F_i-F_{i-1})$, since the force $-k_0u_i$ cancels against the derivative of its own energy. With $\dot U_i=F_i(v_{i+1}-v_i)$,
\begin{align}
\dot e_i={}&v_iF_i-v_iF_{i-1}+(1-\lambda_i)F_i(v_{i+1}-v_i)+\lambda_{i-1}F_{i-1}(v_i-v_{i-1})\nonumber\\
={}&F_i[\lambda_iv_i+(1-\lambda_i)v_{i+1}]-F_{i-1}[\lambda_{i-1}v_{i-1}+(1-\lambda_{i-1})v_i].
\end{align}
Comparison with $\dot e_i=j_{i-1}-j_i$ identifies the flow from $i$ to $i+1$, and the current is the sum of flows times distance:
\begin{equation}
j_i=-F_i[\lambda_iv_i+(1-\lambda_i)v_{i+1}],\qquad J=a\sum_ij_i .\label{flow}
\end{equation}
Subtracting the value at $\lambda_i=\tfrac12$,
\begin{equation}
j_i-j_i^{(1/2)}=(\lambda_i-\tfrac12)F_i(v_{i+1}-v_i)=(\lambda_i-\tfrac12)\dot U_i ,
\end{equation}
so the currents differ by $\dot P$ with
\begin{equation}
P=a\sum_i(\lambda_i-\tfrac12)U_i .
\end{equation}
This is the energy dipole made by moving bond energy between neighbours. Harmonic displacements have no strict upper limit, but $P$ has a finite variance, as the proof requires.

Here energies sit at the mean positions $ia$. Placing them at $ia+u_i$ adds $\sum_iu_ie_i$ to the energy moment, and its time derivative to $J$. With the network springs present this sum also has a finite variance, so this choice does not affect $\kappa$ either.

\section*{(e) Put all bond energy on Si and compare}

Take $m_{\rm Si}=28$ u, $m_{\rm O}=16$ u, $a=0.155$ nm, cross-section $A=0.20$ nm$^2$, $k=300$ N/m, $k_0=30$ N/m, $\gamma=10$ per ps, $T=300$ K and $N=24$. These are round values of rough silica size. Find $C'(0)/C(0)$, then compare the conductivities.

\textbf{Solution.} Let $w_i=u_{i+1}-u_{i-1}$, so that $F_i+F_{i-1}=kw_i$. For equal sharing, collecting the terms of (\ref{flow}) that contain $v_i$ gives
\begin{equation}
J=-\frac{ak}2\sum_iv_iw_i .
\end{equation}
With all bond energy on Si, $\lambda_i=0$ for even $i$ and $1$ for odd $i$. In both cases (\ref{flow}) retains the velocity of the O atom:
\begin{equation}
J'=-ak\sum_{i\in{\rm O}}v_iw_i .
\end{equation}
In equilibrium the velocities are independent of each other and of the displacements, with $\langle v_i^2\rangle=k_BT/m_i$. The average $W=\langle w_i^2\rangle$ is the same at every site because the springs are all alike. Hence
\begin{align}
C(0)&=\frac{a^2k^2W}4\,\frac N2\,k_BT\left(\frac1{m_{\rm Si}}+\frac1{m_{\rm O}}\right),&
C'(0)&=a^2k^2W\,\frac N2\,\frac{k_BT}{m_{\rm O}},
\end{align}
\begin{equation}
\frac{C'(0)}{C(0)}=\frac{4m_{\rm Si}}{m_{\rm Si}+m_{\rm O}}=\frac{112}{44}=2.545 .
\end{equation}
The computed values of $C/Z$, with $d=1$ and $V=NaA$, are 34.63 and 88.14 W/(m\,K\,ps), in this ratio.

At 10 fs the running integrals are 0.302 W/(m\,K) for equal sharing and 0.488 W/(m\,K) for bond energy on Si. Equation (\ref{boundary}) accounts for the difference. $P$ is even and $J$ odd under time reversal, so $-g=f$, and the three terms, divided by $Z$, are
\begin{equation}
0.0458+0.0458+0.0951=0.1867\ \mathrm{W/(m\,K)} .
\end{equation}
At 100 fs the integrals are 1.0446 and 1.0459 W/(m\,K). At 2 ps both are 1.20845 W/(m\,K), with a relative difference of $1.9\times10^{-10}$. In this model $\kappa=1.21$ W/(m\,K) for either current.

The Einstein-Helfand values at 2 ps are 1.1813 and 1.1828 W/(m\,K). They lie about 2\% below $\kappa$ because the average (\ref{average}) still contains the early rise of $R$. Their square roots differ by 0.0007, within the bound 0.0216 from the first inequality in (\ref{bound}), both in the square root of W/(m\,K). The bound falls as $\tau^{-1/2}$, but the difference here falls faster. Averaging (\ref{boundary}) over time gives
\begin{equation}
\kappa'_E-\kappa_E=\frac1{Z\tau}\left[\int_0^\tau(f-g)\,dt+\Phi(0)-\Phi(\tau)\right],
\end{equation}
which falls as $1/\tau$ once the bracket has settled. The computed differences, 0.0060 W/(m\,K) at 0.5 ps and 0.0015 W/(m\,K) at 2 ps, follow this law.

Size matters little: $\Phi(0)/Z$ is $9.24\times10^{-4}$ W\,ps/(m\,K) for 16 atoms and $9.29\times10^{-4}$ for 24, while $\kappa$ changes from 1.19 to 1.21 W/(m\,K).

\section*{(f) What happens when $P$ has no finite variance?}

Let each atom carry a constant reference energy $\varepsilon_i$ that moves with it, while all other energies stay assigned to the mean positions $ia$ as in (d). This adds $Y=\sum_i\varepsilon_iv_i$ to the current. Find its effect on $\kappa$ with the network springs and without them.

\textbf{Solution.} $Y$ is the time derivative of $\sum_i\varepsilon_iu_i$. With $k_0>0$ this sum has a finite variance and part (c) applies. For 1 eV on each Si atom, $C(0)/Z$ rises by 29.7 W/(m\,K\,ps), while the computed change of $\kappa$ is below $10^{-8}$ W/(m\,K).

With $k_0=0$ the whole strand can drift. Changing the sign of all $u_i$ and $v_i$ leaves the dynamics and $J$ unchanged but reverses $Y$, so the cross-correlations of $J$ and $Y$ vanish, and $Y$ adds $Z^{-1}\int_0^\infty\langle Y(t)Y(0)\rangle dt$ to $\kappa$. Denote by a bar the average over reversals from a given initial state. A reversal changes $v_i$ by $-2v_i$ at rate $\gamma$, so
\begin{equation}
m_i\dot{\bar v}_i=\bar F_i-\bar F_{i-1}-2\gamma m_i\bar v_i .
\end{equation}
Sum over $i$, so that the bond forces cancel, and integrate over all time. The mean velocities decay to zero, and the mean displacements tend to a common value $s$ because the bonds relax. Choose the origin so that $\sum_im_iu_i(0)=0$, and let $M=\sum_im_i$. Then
\begin{equation}
-\sum_im_iv_i(0)=-2\gamma Ms,\qquad s=\frac{\sum_im_iv_i(0)}{2\gamma M}.
\end{equation}
The time integral of $\bar v_i$ is $s-u_i(0)$, and $u_i(0)$ is uncorrelated with the initial velocities. Therefore
\begin{equation}
\int_0^\infty\langle Y(t)Y(0)\rangle dt=\sum_i\varepsilon_i\,\langle sY(0)\rangle
=\frac{k_BT\left(\sum_i\varepsilon_i\right)^2}{2\gamma M},
\end{equation}
where $m_i\langle v_i^2\rangle=k_BT$ was used. Division by $Z=Vk_BT^2$ gives
\begin{equation}
\Delta\kappa=\frac{\left(\sum_i\varepsilon_i\right)^2}{2\gamma MVT}.
\end{equation}
Here $\sum_i\varepsilon_i=12$ eV $=1.923\times10^{-18}$ J, $M=528$ u $=8.77\times10^{-25}$ kg and $V=24\times0.155\times0.20=0.744$ nm$^3$. Thus
\begin{equation}
\Delta\kappa=\frac{(1.923\times10^{-18})^2}{(2\times10^{13})(8.77\times10^{-25})(7.44\times10^{-28})(300)}=0.94\ \mathrm{W/(m\,K)},
\end{equation}
in agreement with the integrated correlation. An arbitrary zero of energy now changes the result, because $\sum_i\varepsilon_iu_i$ diffuses and part (c) no longer applies. The whole term comes from the centre of mass, which diffuses here because the reversals do not conserve momentum. Measuring velocities relative to the centre of mass replaces $\varepsilon_i$ by $\varepsilon_i-m_i\sum_j\varepsilon_j/M$; these sum to zero, so $\Delta\kappa=0$. A periodic solid with momentum-conserving dynamics and zero total momentum has no such drift. Folding $u_i$ back into a periodic cell does not rescue the proof: the folded sum is bounded but jumps, and is no longer the time integral of $Y$.

\section*{(g) What carries over to real silica?}

\textbf{Solution.} The proof in (c) does not depend on the strand, but the value of $\kappa$ does. Silica glass conducts roughly 1.4 W/(m\,K) at room temperature; the model comes near this because $\gamma$ was chosen in a suitable range, so the agreement is no prediction. The strand has $1/(aA)=32$ atoms per nm$^3$, about half the density of the glass. Its classical vibrations are a serious simplification: the highest mode has $\hbar\omega/k_BT=4.9$, and the quantum heat capacity of the strand is 0.49 of the classical one. If $\kappa$ scaled with heat capacity, it would fall to about 0.6 W/(m\,K). The static network also matters: removing its springs, with all else fixed, raises $\kappa$ to 1.62 W/(m\,K) for 24 atoms. Without the springs the ring size matters more: 96 atoms give 1.75 W/(m\,K). The classical rms bond stretch is 2.2\% of the spacing; zero-point motion raises it to about 3.0\%. Radiation with a rough photon path of 10 $\mu$m would add about $2\times10^{-4}$ W/(m\,K).

Sharing bond energy differently leaves $\kappa$ unchanged if the resulting dipole has a finite variance and changes along the motion without jumps. For a reference energy, the proof applies when the atoms stay bound to their sites. If they diffuse, it no longer guarantees invariance. For independent hops of length $\ell$, attempt rate $\nu$ and barrier $E$, the diffusion constant is $D=\tfrac16\nu\ell^2e^{-E/k_BT}$. Since $\int_0^\infty\langle v(t)v(0)\rangle dt=D$ for one component of the velocity, and if correlations between the hops and the rest of the heat current are neglected, a reference energy $\varepsilon$ on each of $n$ atoms per volume adds $n\varepsilon^2D/(k_BT^2)$ to $\kappa$. With the rough values $E=4.5$ eV, $\ell=0.3$ nm, $\nu=10^{13}$ per s, the strand's $n$ and $\varepsilon=1$ eV, this is $2\times10^{-17}$ W/(m\,K) at 1300 K and $3\times10^{-8}$ W/(m\,K) at 3000 K. It grows as $\varepsilon^2$: a reference energy of 1000 eV would give about 0.03 W/(m\,K) at 3000 K. These numbers are only a rough guide. The prefactor $\nu\ell^2/6$ is a guess that may be wrong by orders of magnitude, and in a melt the conservation of total momentum correlates the atomic motions, which the estimate ignores. In a one-component liquid with zero total momentum, a common reference energy adds nothing at all. Within this estimate the reference energy is harmless in the solid, but in a hot melt of several species a large one can change the plain Green-Kubo integral. The conductivity measured without net diffusion of the species cannot depend on an arbitrary zero of energy, so in such a melt the plain integral must be corrected for diffusion. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K; atoms in ring: 24
masses Si, O: 28, 16 u
spacing: 0.155 nm; strand area: 0.20 nm^2
bond, network springs: 300, 30 N/m
velocity reversal rate: 10 per ps
C = autocorrelation/(V kB T^2), in W/(m K ps)
R = running Green-Kubo integral, in W/(m K)
time(fs)  C equal   C on-Si   R equal   R on-Si
    0    34.6260    88.1390   0.00000   0.00000
    5    30.2919    50.8544   0.16294   0.36745
   10    25.2361     1.5715   0.30170   0.48839
   20    17.7276    21.5497   0.51298   0.49809
   50     6.7101    17.5847   0.83899   0.85388
  100     2.9091     4.2215   1.04460   1.04588
  200     0.3439     0.0493   1.18882   1.19014
  500     0.0014     0.0020   1.20840   1.20840
 2000     0.0000     0.0000   1.20845   1.20845
C(0) ratio on-Si/equal: 2.5455
C(0) ratio from masses: 2.5455
kappa equal sharing: 1.20845 W/(m K)
kappa bond energy on Si: 1.20845 W/(m K)
relative kappa difference: 1.9e-10
boundary terms at 10 fs, in W/(m K):
  <P(t)J(0)>: 0.04580
  -<J(t)P(0)>: 0.04580
  -dPhi/dt: 0.09510
  sum: 0.18670; R difference: 0.18670
Phi(0)/(V kB T^2): 0.000929 W ps/(m K)
Einstein values in W/(m K); gap, bound in their square root
  0.1 ps: 0.74603, 0.77648; 0.01745, 0.09562
  0.5 ps: 1.09995, 1.10593; 0.00284, 0.04311
  2.0 ps: 1.18132, 1.18282; 0.00069, 0.02156
kappa, 16-atom ring: 1.19465 W/(m K)
Phi(0)/(V kB T^2), 16 atoms: 0.000924 W ps/(m K)
monatomic test, computed: 1.83060 W/(m K)
monatomic test, formula: 1.83060 W/(m K)
largest trajectory deviation: 0.83 standard errors
reference energy on Si: 1.0 eV
its added C(0): 29.6825 W/(m K ps)
its added kappa, bound atoms: 7.5e-09 W/(m K)
its added kappa, free drift: 0.94444 W/(m K)
free-drift formula: 0.94444 W/(m K)
undamped unit P, 1 THz: late |R| max 3.1416 per ps
  time average to 50.5 ps: 0.01980 per ps
largest hbar omega/(kB T): 4.86
quantum/classical heat capacity: 0.489
rms bond stretch/spacing: 2.20 percent
kappa without network springs: 1.61627 W/(m K)
rough photon path: 10 um; index: 1.5
rough radiative kappa: 1.8e-04 W/(m K)
rough hop: 4.5 eV, 0.3 nm, 1e+13 per s
  hopping kappa at 300 K: 2.5e-74 W/(m K)
  hopping kappa at 1300 K: 1.9e-17 W/(m K)
  hopping kappa at 3000 K: 2.8e-08 W/(m K)
\end{verbatim}
